# Price's relation, noise temperature and intervalley partition noise for hot carriers

A model conductor with a lattice at 300 K carries a current in a field of 2.5 kV/cm. Its low-frequency current noise is $2.42\times10^{-23}$ A²/Hz, as much as a thermal resistor of the same small-signal conductance would give at about 1490 K. If the ratio of mean velocity to field is used in place of the small-signal mobility, the same noise yields 520 K. Two things need explaining: why the first figure is the noise temperature, and what makes it so high.

## Setting and conventions

Carriers have charge magnitude $e$. Velocities are counted positive along the electric force, and $E>0$ is the field strength. The sample has length $L$, cross-section $A$ and carrier density $n$, so it holds $N=nAL$ carriers.

**Assumptions.**

1. The carriers are nondegenerate, statistically identical and independent. Carrier-carrier scattering is left out.
2. $N$ is fixed, the voltage $V=EL$ is fixed, and the field is uniform. Field fluctuations made by the carriers themselves are left out.
3. The motion is stationary, velocity correlations decay fast enough to be integrated, and $L$ is long compared with the distance drifted in a correlation time. Contact noise is left out.

Write $v_d=\langle v\rangle$, $\delta v=v-v_d$ and $C(t)=\langle\delta v(t)\,\delta v(0)\rangle$ for one carrier. Spectra are one-sided: $S_I(\omega)=4\int_0^\infty\langle\delta I(t)\delta I(0)\rangle\cos\omega t\,dt$, whose integral over positive frequencies $\omega/2\pi$ is the current variance. Define
$$D(\omega)=\mathrm{Re}\int_0^\infty C(t)\,e^{-i\omega t}dt,\qquad D=D(0),\qquad \mu'=\frac{dv_d}{dE}.$$

**Theorem.** Under assumptions 1–3:

(a) $S_I(\omega)=4e^2nA\,D(\omega)/L$, and $D$ is the coefficient with which a cloud of carriers spreads along the field (Price's relation).

(b) The low-frequency noise temperature, defined by the power available to a matched load, is $kT_n=eD/\mu'$ for $\mu'>0$.

(c) In the two-valley model specified below, with occupations $p_i$, drift velocities $v_i$, collision times $\tau_i$, valley diffusion coefficients $D_i$ and intervalley relaxation time $\tau_{iv}$,
$$D=\sum_i p_iD_i+p_1p_2(v_1-v_2)^2\tau_{iv}+p_1p_2(v_1-v_2)(\tau_1v_1-\tau_2v_2).$$

The second term in (c) is the partition noise. The third is a memory term, which the simple sum of intravalley diffusion and partition noise misses.

## Part (a): noise and diffusion

**Lemma 1.** The current in the external circuit is $I=(e/L)\sum_j v_j$.

*Proof.* The source delivers the power $IV$. The uniform field exerts the force $eV/L$ on each carrier and so does work at the rate $(eV/L)\sum_jv_j$. The field is fixed, so its energy does not change and the two powers are equal. Division by $V$ gives the result. ∎

*Proof of the noise formula.* From Lemma 1, $\delta I=(e/L)\sum_j\delta v_j$, hence
$$\langle\delta I(t)\delta I(0)\rangle=\frac{e^2}{L^2}\sum_{j,l}\langle\delta v_j(t)\delta v_l(0)\rangle=\frac{e^2N}{L^2}C(t).$$
For $j\ne l$ the average factorizes by independence into two zeros, which leaves $N$ equal terms. Inserting this in the definition of $S_I$ gives $4e^2N D(\omega)/L^2$, and $N=nAL$ turns it into $4e^2nAD(\omega)/L$. ∎

**Lemma 2.** At long times the variance of a carrier's displacement grows as $2Dt$.

*Proof.* With $\delta x(t)=\int_0^t\delta v(t')dt'$,
$$\langle\delta x^2\rangle=\int_0^t\!\!\int_0^tC(t'-t'')\,dt'dt''=2\int_0^t(t-s)\,C(s)\,ds.$$
The last form holds because $C$ is even and the separation $s=|t'-t''|$ occurs with weight $2(t-s)$. Differentiation gives $d\langle\delta x^2\rangle/dt=2\int_0^tC(s)ds$, since the boundary term vanishes at $s=t$. The limit is $2D$. ∎

Nothing here refers to equilibrium. What matters is independence: if carriers exchange momentum, the terms with $j\neq l$ survive, and the diffusion of a single carrier no longer fixes the current noise. If $N$ fluctuates, the mean current at given $N$, which is $ev_dN/L$, fluctuates with it and adds noise that $D$ does not contain.

## Part (b): why the differential mobility enters

*Proof.* For small, slow signals the conductor is a noise current source in parallel with the conductance $G'=dI/dV$. A matched load has the same conductance $G'$, so half of the noise current $i$ flows through it and delivers the power $(i/2)^2/G'$. Per unit bandwidth this is $S_I/(4G')$. A classical thermal resistor at temperature $T$ delivers $kT$ per unit bandwidth, so the definition is $kT_n=S_I/(4G')$.

The mean current is $I=enAv_d(E)$ with $E=V/L$, hence $G'=enA\mu'/L$. With part (a),
$$kT_n=\frac{4e^2nAD/L}{4enA\mu'/L}=\frac{eD}{\mu'}.\qquad∎$$

The chord mobility $v_d/E$ describes the total current. The load sees the response to a small voltage change about the operating point, and that is $\mu'$.

**Lemma 3.** Let a single-valley distribution $f$, normalized to one, obey $\partial_tf=\mathcal Lf$ with $\mathcal L=-(eE/m)\partial_v+\mathcal C$ and a linear collision operator $\mathcal C$ that does not depend on the field. If $\mathcal Lf_0=0$, then
$$D=\int v(-\mathcal L)^{-1}\big[(v-v_d)f_0\big]dv,\qquad \mu'=-\frac em\int v(-\mathcal L)^{-1}\partial_vf_0\,dv.$$

*Proof.* The correlation function starts from $f_0$ weighted with $v-v_d$, evolves it for a time $t$, and averages $v$: $C(t)=\int v\,e^{\mathcal Lt}[(v-v_d)f_0]dv$. The weighted function has zero integral, so it decays, and $\int_0^\infty e^{\mathcal Lt}dt=(-\mathcal L)^{-1}$ on such functions. This is the first formula. For the second, change $E$ by $\delta E$. To first order the new steady state obeys $\mathcal L\,\delta f-(e/m)\delta E\,\partial_vf_0=0$, so $\delta f=-(e/m)\delta E(-\mathcal L)^{-1}\partial_vf_0$. Multiply by $v$, integrate, and divide by $\delta E$. ∎

**Equilibrium limit.** At $E=0$, $f_0$ is Maxwellian, so $\partial_vf_0=-(mv/kT)f_0$ and $v_d=0$. The two integrals become proportional, $\mu'=(e/kT)D$. This is the Einstein relation, and it gives $T_n=T$. In a strong field $\partial_vf_0$ is in general not proportional to $(v-v_d)f_0$, and $D$ and $\mu'$ are then separate quantities.

**A hot single valley.** Measure velocity in units of $\sqrt{kT/m}$, and let the collision rate from $v$ to $v'$ be $g(v)g(v')M(v')$ in scaled time, with $M$ the Maxwellian and $g=1+v^2/4$. This rate obeys detailed balance, and fast carriers scatter more often. In equilibrium the computed $D$ and mobility are 0.5032 and 0.5031, equal within the error of the velocity grid. At scaled field 2, $D=0.3806$, both from the velocity correlation and from the spreading of a cloud, while $\mu'=0.2612$, both from Lemma 3 and from differences of the drift velocity. Thus $T_n/T=0.3806/0.2612=1.457$. The grid spacing affects the last digit: without a grid $D=0.3807$ and $T_n/T=1.4575$. The chord mobility is 0.3748 and would give 1.016, as if the noise temperature were hardly above the lattice temperature. The current noise itself has fallen, since $D$ is 0.3806 against 0.5032 in equilibrium; $T_n$ exceeds $T$ because $\mu'$ has fallen further, from 0.5031 to 0.2612.

**Constant collision rate.** Let every collision, at rate $1/\tau$, draw a new velocity from the lattice Maxwellian with variance $s^2=kT/m$. The mean velocity obeys $d\langle v\rangle/dt=eE/m-\langle v\rangle/\tau$. Hence $v_d=eE\tau/m$ and $\mu'=e\tau/m$, and any deviation from $v_d$ decays as $e^{-t/\tau}$, so that $D=\tau\langle\delta v^2\rangle$. The second moment obeys
$$0=\frac{2eE}{m}v_d-\frac{\langle v^2\rangle-s^2}{\tau}\quad\Rightarrow\quad\langle v^2\rangle=s^2+2v_d^2,\quad\langle\delta v^2\rangle=s^2+v_d^2.$$
Therefore
$$kT_n=\frac{eD}{\mu'}=m(s^2+v_d^2)=kT+mv_d^2.$$
This conductor obeys Ohm's law at every field, yet its noise exceeds the thermal value. A straight current-voltage line is no evidence of thermal noise.

## Part (c): two valleys

**Model.** In valley $i=1,2$ a carrier has mass $m_i$ and acceleration $a_i=eE/m_i$. It suffers intravalley collisions at rate $\Gamma_i$ and leaves for the other valley $j$ at rate $w_i$. Each event draws a new velocity from the lattice Maxwellian of the valley of arrival, with mean zero and variance $s_i^2=kT/m_i$. Put $\nu_i=\Gamma_i+w_i$, $\tau_i=1/\nu_i$ and $1/\tau_{iv}=w_1+w_2$.

**Lemma 4.** In the steady state $p_1=w_2/(w_1+w_2)$, $v_i=a_i\tau_i$ and $\langle v^2\rangle_i=s_i^2+2v_i^2$.

*Proof.* Equal flows between the valleys require $p_1w_1=p_2w_2$, which with $p_1+p_2=1$ gives $p_1$. Carriers enter a valley with zero mean velocity, so the balance of $p_iv_i$ is $0=p_ia_i-\nu_ip_iv_i$. For the second moment,
$$0=2a_ip_iv_i-\nu_ip_i\langle v^2\rangle_i+(\Gamma_ip_i+w_jp_j)s_i^2.$$
Since $w_jp_j=w_ip_i$, the last bracket is $\nu_ip_i$. Division by $\nu_ip_i$ and $a_i/\nu_i=v_i$ give the result. ∎

The velocity variance in valley $i$ is thus $s_i^2+v_i^2$. A single valley with collision rate $\nu_i$ would have the diffusion coefficient $D_i=\tau_i(s_i^2+v_i^2)$, by the constant-rate result above.

*Proof of (c).* Let $u_i(v,t)$ be the expected value of $v(t)-v_d$ for a carrier that starts in valley $i$ with velocity $v$. It obeys $\partial_tu=\mathcal L^\dagger u$, where
$$(\mathcal L^\dagger g)_i=a_i\,\partial_vg_i+\Gamma_i(\bar g_i-g_i)+w_i(\bar g_j-g_i)$$
and $\bar g_i$ is the average of $g_i$ over the lattice Maxwellian of valley $i$. Define $h_i=\int_0^\infty e^{-i\omega t}u_i\,dt$, so that $D(\omega)=\mathrm{Re}\,\langle(v-v_d)h\rangle$. Integrating $e^{-i\omega t}\partial_tu$ by parts with $u_i(v,0)=v-v_d$ gives
$$i\omega h-\mathcal L^\dagger h=v-v_d.$$
Try $h_i=\alpha_iv+\beta_i$. Then $\bar h_i=\beta_i$, and the equation reads
$$i\omega(\alpha_iv+\beta_i)-a_i\alpha_i+\nu_i\alpha_iv-w_i(\beta_j-\beta_i)=v-v_d.$$
The terms proportional to $v$ give $\alpha_i=1/(\nu_i+i\omega)$. The constant terms give $i\omega\beta_i=a_i\alpha_i-v_d+w_i(\beta_j-\beta_i)$. Subtracting the equation for $i=2$ from that for $i=1$ removes $v_d$:
$$\beta_1-\beta_2=\frac{a_1\alpha_1-a_2\alpha_2}{i\omega+1/\tau_{iv}}.$$

Now average over the steady state. In valley $i$, $\langle(v-v_d)(\alpha_iv+\beta_i)\rangle_i=\alpha_i(\langle v^2\rangle_i-v_dv_i)+\beta_i(v_i-v_d)$. From $v_d=p_1v_1+p_2v_2$ follow $v_1-v_d=p_2(v_1-v_2)$ and $v_2-v_d=-p_1(v_1-v_2)$. The $\beta$ terms therefore combine to a difference:
$$D(\omega)=\mathrm{Re}\Big[\sum_ip_i\alpha_i(\langle v^2\rangle_i-v_dv_i)+p_1p_2(v_1-v_2)(\beta_1-\beta_2)\Big].$$
At $\omega=0$, $\alpha_i=\tau_i$ and $a_i\alpha_i=v_i$, so $\beta_1-\beta_2=(v_1-v_2)\tau_{iv}$ and the second part is the partition term. In the first part write
$$\langle v^2\rangle_i-v_dv_i=(s_i^2+v_i^2)+v_i(v_i-v_d).$$
The bracket yields $\sum p_iD_i$. The rest is $\sum_ip_i\tau_iv_i(v_i-v_d)=p_1p_2(v_1-v_2)(\tau_1v_1-\tau_2v_2)$, the memory term. ∎

**Meaning of the terms.** Suppose a carrier took on the velocity $v_1$ or $v_2$ at once on entering a valley. This two-valued velocity has variance $p_1p_2(v_1-v_2)^2$. A deviation of the occupation probability decays at the rate $w_1+w_2$, so the time integral of the correlation is the partition term. In the model, however, a carrier arrives with zero mean velocity and needs a time of order $\tau_i$ to reach $v_i$. The simple sum ignores this delay. Relative to partition noise the memory term is
$$\frac{\tau_1v_1-\tau_2v_2}{(v_1-v_2)\,\tau_{iv}},$$
which is small when both $\tau_i\ll\tau_{iv}$, provided $v_1$ and $v_2$ are not close. It need not be small against the intravalley term, because neither of these grows with $\tau_{iv}$.

**Frequency dependence.** For $\omega\tau_i\ll1$, $a_i\alpha_i\approx v_i(1-i\omega\tau_i)$. The small imaginary part matters, because $\omega\tau_{iv}$ may be large. With it, the second part of $D(\omega)$ becomes the partition term minus $\omega^2\tau_{iv}^2$ times the memory term, all divided by $1+\omega^2\tau_{iv}^2$. Adding the memory term from the first part leaves the sum of the partition and memory terms, divided by $1+\omega^2\tau_{iv}^2$. Above $1/\tau_{iv}$ the exchange between valleys is too slow to follow, and both terms fade together, while intravalley noise persists up to frequencies of order $1/\tau_i$.

**Weak field.** As $E\to0$ both $v_i$ vanish, and with them the partition and memory terms. Carriers may still change valley, but the change no longer alters their mean velocity. Then $D=\sum p_i\tau_ikT/m_i$ and, if the occupations do not change too steeply with field, $\mu'=\sum p_ie\tau_i/m_i$, so again $eD/\mu'=kT$.

## The mobility when carriers change valley

Let $w_1$ depend on the applied field, as an effective rate that follows slow changes of $E$, and keep $w_2$ and $\Gamma_i$ constant. Lemma 3 does not cover this case, because the collision operator now changes with the field, but $v_d=p_1v_1+p_2v_2$ can be differentiated directly. With $p_2'=-p_1'$,
$$\mu'=p_1v_1'+p_2v_2'+(v_1-v_2)p_1',\qquad p_1'=-\frac{w_2w_1'}{(w_1+w_2)^2}=-p_1p_2\frac{w_1'}{w_1}.$$
From $v_i=a_i/\nu_i$ follow $v_1'=v_1/E-v_1w_1'/\nu_1$ and $v_2'=v_2/E$. If a rising field drives carriers into the slower valley, the last term of $\mu'$ is negative.

## The example in numbers

The parameters are round model values: masses of 0.07 and 0.35 electron masses, $\Gamma_1=4$/ps, $\Gamma_2=10$/ps, $w_2=0.5$/ps and $w_1=(5/\mathrm{ps})\exp[-(10\ \mathrm{kV/cm})/E]$. At 2.5 kV/cm, $p_1=0.8452$, $p_2=0.1548$, $v_1=153.5$ km/s, $v_2=12.0$ km/s, $\tau_1=0.244$ ps, $\tau_2=0.095$ ps and $\tau_{iv}=1.69$ ps. With $p_1p_2=0.1308$ and $v_1-v_2=1.416\times10^5$ m/s, the parts of $D$ are

- intravalley: $0.8452\times216.4+0.1548\times12.5=184.8$ cm²/s;
- partition: $0.1308\,(1.416\times10^5)^2(1.69\times10^{-12})$ m²/s $=44.3$ cm²/s;
- memory: $0.1308\,(1.416\times10^5)(3.64\times10^{-8})$ m²/s $=6.7$ cm²/s.

The sum is 235.9 cm²/s. An independent calculation of the cloud's spreading, from the sequence of free flights, gives the same value. The memory term is 15% of the partition term and 3% of $D$. When both exchange rates are reduced a hundredfold, the excess over intravalley diffusion is 1.0016 times the partition term, as the condition $\tau_i\ll\tau_{iv}$ suggests.

The sample has $n=10^{15}$ cm⁻³, $A=100$ µm² and $L=10$ µm, so $nA/L=10^{16}$ m⁻² and
$$S_I=4(1.602\times10^{-19}\,\mathrm C)^2(10^{16}\,\mathrm m^{-2})(2.359\times10^{-2}\,\mathrm{m^2/s})=2.42\times10^{-23}\ \mathrm{A^2/Hz}.$$
In one intervalley time a carrier drifts about 0.22 µm, far less than $L$, as assumption 3 requires. Assumption 2 is an idealization. Independent carriers entering at random through open contacts would give full shot noise, $2eI=6.8\times10^{-22}$ A²/Hz at the mean current of 2.1 mA, about 28 times $S_I$. In a real sample it is space charge that holds $N$ nearly fixed, and it does so only when $L$ is long compared with $v_d\varepsilon/(en\mu')$, where $\varepsilon$ is the permittivity. For a relative permittivity of 12.9 this length is about 0.5 µm here. A linear drift-diffusion estimate then shifts the noise temperature by roughly $-4\%$ or $+11\%$, for a fixed field or a fixed density at the injecting contact.

The mobility is $\mu'=4800-2963\approx1836$ cm²/(V s), where the first number is $p_1v_1'+p_2v_2'$ and the negative part is $(v_1-v_2)p_1'$, from the shift of the occupations. Hence $D/\mu'=0.128$ V, that is $kT_n=0.128$ eV and $T_n\approx1490$ K. The chord mobility, 5264 cm²/(V s), is 2.87 times larger and accounts for the false 520 K.

The two effects of transfer can be separated. If $w_1$ did not depend on the field, $\mu'$ would equal $p_1v_1/E+p_2v_2/E$, the chord mobility. The term $-p_1v_1w_1'/\nu_1$ lowers it from 5264 to 4800 cm²/(V s), and the shift of the occupations lowers it further to 1836. Intravalley diffusion with the chord mobility would give $184.8/5264=0.0351$ V, about 410 K. The partition and memory terms multiply this by $235.9/184.8=1.28$, and the loss of mobility multiplies it by $5264/1836=2.87$. At this field the high noise temperature owes more to the weakened response than to the added noise.

The current spectrum was also obtained from simulated carrier paths. Between 0.04 and 0.23 rad/ps it is 0.996 times the formula for $D(\omega)$, but 1.25 times what intravalley diffusion alone would give. Between 1.15 and 2.30 rad/ps, where $\omega\tau_{iv}$ exceeds one, the ratio is again 0.996. The comparison is with the full expression for $D(\omega)$; in this band $\omega\tau_1$ runs from 0.28 to 0.56, so the simpler form for $\omega\tau_i\ll1$ does not apply. The tests allowed deviations of 6% and 3% in these bands, for statistical error.

## Where the noise temperature loses its meaning

| $E$ (kV/cm) | $D$ (cm²/s) | $\mu'$ (cm²/(V s)) | $eD/(k\mu')$ (K) |
|---|---|---|---|
| 1 | 172 | 6249 | 320 |
| 2 | 204 | 3922 | 605 |
| 3 | 268 | 352 | 8820 |
| 4 | 296 | −613 | −5590 |

At these fields $D$ rises by modest steps, while $\mu'$ passes through zero at 3.19 kV/cm. Within the uniform-field model, the divergence of $T_n$ there comes from the vanishing denominator; the current noise stays finite. Where $\mu'<0$, as it is just beyond that field, no passive load can be matched to the conductor, and the negative value is a formal ratio, not a temperature.

Assumption 2 becomes doubtful already on the approach to that field. The length $v_d\varepsilon/(en\mu')$ grows as $1/\mu'$ and is about 2.8 µm at 3 kV/cm for a relative permittivity of 12.9, no longer small against $L$. The conductance and the noise of the 10 µm sample then depend on its contacts, and the 8820 K of the table is a bulk value only. Beyond the zero of $\mu'$ the uniform field may not even be stable. With drift and diffusion of the disturbance left out, a small space charge $\rho$ changes the field by $\partial_x\delta E=\rho/\varepsilon$, where $\varepsilon$ is the permittivity, and the current density by $en\mu'\delta E$. Charge conservation then gives $\partial_t\rho=-(en\mu'/\varepsilon)\rho$, provided the occupations of the valleys follow the field without lag, which requires a low enough density. Diffusion damps a disturbance of wavenumber $q$ at the additional rate $Dq^2$. For $\mu'<0$ a disturbance therefore grows if it is smooth enough, roughly when $en|\mu'|/\varepsilon$ exceeds $Dq^2$, and a uniform field can no longer be taken for granted. At $n=10^{15}$ cm⁻³, 4 kV/cm and a relative permittivity of 12.9 the lag of the transfer matters: the kinetic model gives a long-wave growth rate of 0.058/ps instead of 0.086/ps and a threshold near $q=2.1$/µm instead of 1.7/µm. Price's relation then describes the noise of a uniform state that the sample may not keep. The full set of values is in the numerical output.

## Computed values

```
SINGLE VALLEY, scaled units, rate factor 1+v^2/4
equilibrium D, mobility: 0.5032, 0.5031
hot case field, drift velocity: 2.0, 0.7496
hot D from correlation, from cloud: 0.3806, 0.3806
hot differential mobility: 0.2612
same from response formula: 0.2612
hot chord mobility v/F: 0.3748
T_n/T with differential mobility: 1.457
D/chord mobility: 1.016
TWO VALLEYS
lattice temperature: 300 K, field: 2.5 kV/cm
exit rates w1, w2: 0.0916, 0.5000 1/ps
collision times tau1, tau2: 0.2444, 0.0952 ps
intervalley time: 1.690 ps
occupations p1, p2: 0.8452, 0.1548
valley drift v1, v2: 153.52, 11.96 km/s
mean drift velocity: 131.61 km/s
valley D1, D2: 216.36, 12.51 cm^2/s
intravalley part of D: 184.80 cm^2/s
partition part of D: 44.32 cm^2/s
memory part of D: 6.74 cm^2/s
total D: 235.86 cm^2/s
D from cloud spreading: 235.86 cm^2/s
mobility, intravalley part: 4800 cm^2/(V s)
mobility, transfer part: -2963 cm^2/(V s)
differential mobility: 1836 cm^2/(V s)
chord mobility: 5264 cm^2/(V s)
slow exchange (rates/100), excess D/partition: 1.0016
SIMULATED CURRENT SPECTRUM
low band: 0.038 to 0.230 rad/ps
simulation/formula, low band: 0.996
simulation/intravalley only, low band: 1.253
middle band: 1.150 to 2.301 rad/ps
simulation/formula, middle band: 0.996
SAMPLE
density: 1.0e+15 cm^-3, area: 100 um^2
length: 10 um, carriers: 1.00e+06
mean current: 2.109 mA
current noise S_I: 2.422e-23 A^2/Hz
differential conductance: 0.2942 mS
noise temperature: 1491 K
value with chord mobility instead: 520 K
SCAN: field kV/cm; D, partition cm^2/s; mu' cm^2/(V s); T_n K
1.0; 172.2, 0.0; 6249; 320
2.0; 204.4, 14.7; 3922; 605
3.0; 267.5, 78.8; 352; 8823
4.0; 295.5, 118.5; -613; -5592
field where differential mobility vanishes: 3.188 kV/cm
```
